# When an image-force maximum exists in a parabolic depletion potential

A calculation of the current through a metal-semiconductor contact must decide, at each bias, whether to subtract an image-force lowering from the barrier. The usual expression assumes a uniform field and returns a number for any nonzero field, however small. Near flat band that number can refer to a barrier top that the potential does not possess, and a root finder sent to look for the top will fail. The theorem below supplies the test to make first, and an interval in which the top, if there is one, can be found safely.

## Assumptions and conventions

The metal fills \(x<0\) and is a perfect conductor with a flat surface. The semiconductor fills \(x>0\) and has permittivity \(\varepsilon\). Its donors have uniform density \(N\), treated as a continuous charge. They are fully ionized and uncompensated by electrons for \(0<x<W\), and the material is neutral for \(x>W\), with \(W>0\).

An electron has charge \(-q\), with \(q>0\). Its potential energy divided by \(q\) is called \(U(x)\), so that \(U\) in volts equals the energy in eV. The zero of \(U\) is the barrier top before image-force lowering.

**Lemma 1 (depletion energy).** Without the image force,
\[
U_d(x)=-F_0\left(x-\frac{x^2}{2W}\right)\quad(x\le W),\qquad
U_d(x)=-\frac{F_0W}{2}\quad(x\ge W),
\]
where \(F_0=qNW/\varepsilon\) is the magnitude of the field at the metal.

*Proof.* The electrostatic potential \(V\) obeys \(V''=-qN/\varepsilon\) in the depleted layer. Since the electron is negative, \(U_d=-V\) up to a constant, and therefore \(U_d''=+qN/\varepsilon=F_0/W\). The field vanishes at the neutral edge, so \(U_d'(W)=0\). One integration gives
\[
U_d'(x)=\frac{F_0}{W}(x-W)=-F_0\left(1-\frac{x}{W}\right).
\]
A second integration with \(U_d(0)=0\) gives the first expression. At \(x=W\) it equals \(-F_0(W-W/2)=-F_0W/2\), and it stays there because the field beyond is zero. ∎

The total band bending is thus \(\psi=F_0W/2=qNW^2/(2\varepsilon)\).

**Lemma 2 (image energy).** The attraction to the metal adds \(-k/x\) to \(U\), with \(k=q/(16\pi\varepsilon)\).

*Proof.* The metal surface must be an equipotential. A fictitious charge \(+q\) at \(-x\) makes the potential of the pair vanish on the plane, so in the semiconductor it reproduces the field of the induced surface charge. The separation is \(2x\), and the attractive force is
\[
\frac{q^2}{4\pi\varepsilon(2x)^2}=\frac{q^2}{16\pi\varepsilon x^2}.
\]
With the image energy set to zero at infinity, the energy at \(x\) is minus the work that an outside agent would recover in letting the electron approach:
\[
-\int_x^\infty\frac{q^2}{16\pi\varepsilon s^2}\,ds=-\frac{q^2}{16\pi\varepsilon x}.
\]
Division by \(q\) gives \(-k/x\). This is half the Coulomb energy of two fixed charges a distance \(2x\) apart, because the image moves as the electron moves. ∎

The full energy is \(U=U_d-k/x\). The model uses this single-surface image energy at all \(x>0\), and thereby ignores any response of the neutral region to the electron.

If the field were uniform, the stationary point would satisfy \(F_0=k/x^2\). This defines the uniform-field estimate
\[
x_0=\sqrt{k/F_0}.
\]
The corresponding lowering is \(F_0x_0+k/x_0=2F_0x_0\), since \(k=F_0x_0^2\).

## The theorem

**Theorem.** Under these assumptions \(U\) has a local maximum in \(x>0\) if and only if
\[
x_0<\frac{2W}{3\sqrt3}\approx0.3849\,W .
\]
When the condition holds there is one maximum, in \(0<x<2W/3\), and one minimum, in \(2W/3<x<W\). At equality there is a horizontal inflection at \(x=2W/3\) and no maximum.

*Proof.* For \(x\ge W\) the depletion field is zero and \(U'=k/x^2>0\), so no stationary point lies there. For \(0<x\le W\), use \(k=F_0x_0^2\):
\[
U'(x)=-F_0\left(1-\frac{x}{W}\right)+\frac{F_0x_0^2}{x^2}
=\frac{F_0}{x^2}\left[x_0^2-h(x)\right],\qquad
h(x)=x^2\left(1-\frac{x}{W}\right).
\]
The prefactor is positive, so the sign of \(U'\) is the sign of \(x_0^2-h\). Now
\[
h'(x)=2x-\frac{3x^2}{W}=x\left(2-\frac{3x}{W}\right).
\]
Hence \(h\) rises strictly from 0 at \(x=0\) to its largest value at \(x=2W/3\), and then falls strictly to 0 at \(x=W\). The largest value is
\[
h_{\max}=\frac{4W^2}{9}\left(1-\frac23\right)=\frac{4W^2}{27}.
\]

If \(x_0^2<4W^2/27\), the level \(x_0^2\) is crossed once on the rising side of \(h\) and once on the falling side. Along increasing \(x\), \(U'\) is positive, then negative, then positive. The first crossing is therefore a maximum and the second a minimum.

If \(x_0^2=4W^2/27\), then \(U'\) is zero at \(2W/3\) and positive elsewhere. The energy is strictly increasing, and the flat point is an inflection.

If \(x_0^2>4W^2/27\), then \(U'>0\) everywhere, and there is no stationary point. Taking the positive square root of \(4W^2/27\) gives \(2W/(3\sqrt3)\). ∎

The physical content lies in the falling field. The image force pulls the electron towards the metal and the depletion field pushes it away. A barrier top needs a point beyond which the push wins. In a uniform field this happens sooner or later, because the image force decays. Here the push dies out as well, and if it is too weak at the start it never catches up.

As a numerical test, the depletion energy was built by integrating the charge density, and the ratio \(x_0/W\) at which the sampled maximum disappears was located by bisection. The result was 0.384900, in agreement with \(2/(3\sqrt3)\).

## Position and height of the top

**Corollary 1.** Let \(u=x/W\), \(\xi=x_0/W\), and \(\cos\theta=1-27\xi^2/2\) with \(0<\theta<\pi\). Below the limit,
\[
u_{\max}=\frac13+\frac23\cos\frac{\theta-2\pi}{3},\qquad
u_{\min}=\frac13+\frac23\cos\frac{\theta}{3}.
\]
The lowering \(\Lambda=-U(x_{\max})\) is
\[
\Lambda=F_0W\left(2u-\frac32u^2\right),\qquad u=u_{\max}.
\]

*Proof.* The stationary condition \(h=x_0^2\), divided by \(W^2\), is \(u^2(1-u)=\xi^2\), or \(u^3-u^2+\xi^2=0\). Put \(u=\tfrac13+t\). Then
\[
u^3-u^2=\left(\frac1{27}+\frac t3+t^2+t^3\right)-\left(\frac19+\frac{2t}{3}+t^2\right)
=t^3-\frac t3-\frac2{27},
\]
so \(t^3-t/3=2/27-\xi^2\). With \(t=\tfrac23\cos\varphi\), the left side becomes
\[
\frac{8}{27}\cos^3\varphi-\frac29\cos\varphi
=\frac2{27}\left(4\cos^3\varphi-3\cos\varphi\right)=\frac2{27}\cos3\varphi .
\]
Therefore \(\cos3\varphi=1-27\xi^2/2=\cos\theta\).

The choice \(\varphi=\theta/3\) lies between 0 and \(\pi/3\), which puts \(u\) between \(2/3\) and 1: this is the minimum. The choice \(\varphi=(\theta-2\pi)/3\) lies between \(-2\pi/3\) and \(-\pi/3\), which puts \(u\) between 0 and \(2/3\): this is the maximum. The remaining choice \(\varphi=(\theta+2\pi)/3\) gives negative \(u\) and is discarded.

For the height, the image term at the top is
\[
\frac{k}{x}=\frac{F_0x_0^2}{x}=F_0W\frac{\xi^2}{u}=F_0W\,u(1-u).
\]
Adding the depletion part \(F_0W(u-u^2/2)\) gives the stated \(\Lambda\). ∎

For small \(\xi\), the stationary condition reads \(\xi=u\sqrt{1-u}=u-u^2/2+O(u^3)\). Its inversion is \(u=\xi+\xi^2/2+O(\xi^3)\). Substitution gives
\[
\Lambda=F_0W\left(2\xi+\xi^2-\frac32\xi^2+O(\xi^3)\right)
=2F_0x_0\left(1-\frac{x_0}{4W}+O(\xi^2)\right).
\]
At fixed \(F_0\), the curvature of the depletion potential thus moves the top outwards and reduces the lowering, to leading order by the fraction \(x_0/(4W)\) of the uniform-field value.

## A second limit: a maximum that is not a barrier

A local maximum obstructs an electron coming from the band edge deep in the semiconductor only if it stands above that edge.

**Corollary 2.** The maximum lies above the asymptotic bulk edge \(U(\infty)=-F_0W/2\) if and only if
\[
x_0<\sqrt{\frac{2}{27}}\,W\approx0.2722\,W .
\]

*Proof.* The requirement is \(\Lambda<F_0W/2\), that is, \(2u-\tfrac32u^2<\tfrac12\). Multiplying by 2 and collecting terms gives
\[
3u^2-4u+1=(3u-1)(u-1)>0 .
\]
Since \(u<2/3\) at the maximum, the second factor is negative, and the first must be negative too: \(u<1/3\). On this branch \(\xi^2=u^2(1-u)\) increases with \(u\), so the condition is equivalent to \(\xi^2<\tfrac19\cdot\tfrac23=\tfrac2{27}\). ∎

This limit is smaller than that of the theorem by a factor \(\sqrt2\). Between the two, the potential has a local hump, but a classical electron at the bulk band edge has enough energy to pass over it. A current calculation that treats the hump as the controlling barrier is then wrong within the model itself. This limit depends on keeping \(-k/x\) in the neutral region, where a real material screens it. Measured against \(U(W)=-F_0W(\tfrac12+\xi^2)\) instead, the condition becomes \((u-1)^2(u-\tfrac12)<0\), that is \(\xi<1/\sqrt8\approx0.354\).

## The condition in terms of doping

**Corollary 3.** If the same \(\varepsilon\) governs the depletion field and the image force, a maximum exists if and only if
\[
NW^3>\frac{27}{64\pi}\approx0.134 .
\]

*Proof.* Insert the definitions of \(k\) and \(F_0\):
\[
x_0^2=\frac{k}{F_0}=\frac{q}{16\pi\varepsilon}\,\frac{\varepsilon}{qNW}=\frac1{16\pi NW}.
\]
The condition \(x_0^2<4W^2/27\) becomes \(1/(16\pi NW)<4W^2/27\). Multiplication by \(27NW/4\), which is positive, gives \(NW^3>27/(64\pi)\). ∎

The permittivity has cancelled. If the electron passes so quickly that a different permittivity \(\varepsilon_i\) applies to the image force, \(x_0^2\) is multiplied by \(\varepsilon/\varepsilon_i\), and so is the bound on \(NW^3\). The theorem, stated in terms of \(x_0\), is unchanged.

At the limit \(W^3=27/(64\pi N)\). Substitution in \(\psi=qNW^2/(2\varepsilon)\) gives the critical band bending
\[
\psi_c=\frac{qN^{1/3}}{2\varepsilon}\left(\frac{27}{64\pi}\right)^{2/3}.
\]

The number \(NW^3\) is the mean number of donors in a cube of side \(W\). At the limit it is about one in seven. Treating the donors as a smooth charge on the scale of \(W\) has then lost its justification. The theorem is exact for the stated potential, but the potential is a poor picture of a real contact at the place where the maximum disappears. The limit is best read as a boundary of the calculation, not as a prediction of the bias at which a real barrier vanishes.

## A silicide contact

Take nickel silicide on n-type silicon at 300 K, with rough typical values: barrier 0.65 eV before lowering, \(N=10^{17}\ \mathrm{cm^{-3}}\), relative permittivity 11.7, and a conduction-band density of states of \(2.8\times10^{19}\ \mathrm{cm^{-3}}\). In non-degenerate statistics the bulk band edge lies
\[
0.02585\ln\frac{2.8\times10^{19}}{10^{17}}=0.1457\ \text{eV}
\]
above the Fermi level. At zero bias, therefore, \(\psi=0.65-0.1457=0.5043\) V.

The width is \(W=\sqrt{2\varepsilon\psi/(qN)}=80.76\) nm. The field is \(F_0=2\psi/W=2(0.5043)/80.76=0.01249\) V/nm, or 0.125 MV/cm. With \(k=0.03077\) V nm,
\[
x_0=\sqrt{\frac{0.03077}{0.01249}}=1.57\ \text{nm},\qquad
\frac{2W}{3\sqrt3}=31.1\ \text{nm}.
\]
The condition holds with a factor of about 20 to spare, and \(NW^3=53\). The true maximum is at 1.585 nm. The uniform-field lowering is 39.21 meV and that of the full parabola is 39.02 meV. The difference of \(-0.19\) meV agrees with the leading fraction \(x_0/(4W)=0.0049\).

The outer minimum is at 80.73 nm, some 0.03 nm inside the depletion edge. This position has no physical standing: the real edge is smeared over a few Debye lengths, and one Debye length is here 12.9 nm.

Forward bias reduces \(\psi\). At the same doping and temperature the model gives three kinds of behaviour:

- At \(\psi=100\) mV, \(x_0/W=0.065\) and the lowering is 25.7 meV. The top stands \(100-25.7=74.3\) meV above the bulk edge.
- At \(\psi=12\) mV, \(x_0/W=0.321\), between the two limits. The lowering of 13.8 meV exceeds the band bending, so the local maximum lies 1.8 meV below the bulk edge.
- At \(\psi=8\) mV, \(x_0/W=0.435\) and there is no maximum. The uniform-field formula would still return \(2F_0x_0=4\psi x_0/W=13.9\) meV.

The maximum disappears at \(\psi_c=9.4\) mV, which corresponds to a forward bias of 0.495 V if all of it drops across the depletion layer. There \(W=11.0\) nm is shorter than the Debye length, and \(\psi_c\) is below the thermal voltage of 25.9 mV. Full depletion has therefore failed before the limit is reached, in addition to the failure of continuous doping. If free electrons are kept in Poisson's equation with Boltzmann statistics and the same image term, the lowering at 100 mV is 23.8 meV, the top stands 2.8 meV above the bulk edge at 12 mV and 0.7 meV above it at 8 mV, and the maximum survives down to about 4.3 mV. The last two cases in the list are thus properties of the parabolic potential.

## What a real contact changes

At zero bias the existence of the maximum is secure, but the effective lowering, as inferred from a current, is uncertain by ten meV or more. One neglected effect is tunnelling just below the top. In a semiclassical estimate, which also subtracts the reflection of electrons just above the top, it raises the thermal current as much as an extra lowering of about 7 meV would for a normal mass of 0.19 free-electron masses, and about 2 meV for 0.92; these are rough values for the two principal masses of silicon. The estimate omits quantum reflection in the steep, narrow image well and at the metal surface. The well is too narrow for semiclassical motion: the length \(\hbar^2/(mqk)\) is 13 nm for the light mass and 2.7 nm for the heavy one, both larger than the 1.6 nm distance of the top. The reflection lowers the current, depends on the metal, and can outweigh the gain. In simple one-dimensional models of the metal, with the image well cut off 0.1 to 0.3 nm from the surface, the net change runs from about \(+13\) to \(-16\) meV for the light mass and from about 0 to \(-33\) meV for the heavy one, so neither its sign nor its size is settled here. Random donor positions spread the lowering by roughly 4 meV. This is an order estimate, from the rms surface field of donors deeper than the maximum, and it depends on that cutoff. The rms is raised by rare nearby donors; about two thirds of positions along the interface shift by less than 2.5 meV. Free electrons at the depletion edge reduce the field by 2.6% and the lowering by 0.5 meV. Each of these exceeds the parabolic correction of 0.19 meV, so about 0.04 eV is a fair statement of how far the barrier top is lowered in this contact. The effective lowering inferred from a current may differ by more.

At zero bias other changes are smaller or do not threaten the model. Treating the neutral edge as a second conductor shifts the energy at the top by less than 0.001 meV. Near flat band this no longer holds: at \(\psi=12\) mV the extra term at the top is about 0.8 meV, and since the energy then falls without bound at both conductors a maximum exists at every bias. Degeneracy moves the Fermi level by about 0.03 meV. Incomplete ionization in the bulk, about 4% for a donor level 45 meV deep, moves it by about 1 meV, which changes the lowering by about 0.02 meV. Operation at 400 K, with the barrier held fixed, gives a lowering of 37.7 meV. The field is about a fifth of a rough breakdown field of 0.6 MV/cm. Real silicide interfaces can also have barriers that vary from place to place, and the continuum image law is being used only a few atomic spacings from the metal; neither effect is sized here. The remaining values are in the numerical output.

For a uniformly doped, depleted contact the procedure is then as follows. Compute \(x_0/W\). If it is far below 0.27, use \(2F_0x_0\), with the factor \(1-x_0/(4W)\) if the other errors warrant it. If it is below \(\sqrt{2/27}\approx0.2722\) but not small, solve \(x^2(1-x/W)=x_0^2\) between 0 and \(2W/3\), where \(h\) is monotonic and the root is unique. At \(\sqrt{2/27}\) or above, the model has no top that stands above the bulk edge. Whenever the ratio is not small, check \(W\) against the Debye length and the donor spacing \(N^{-1/3}\), and replace the depletion potential itself if \(W\) is not much larger than both. This check matters well below 0.27: with a single permittivity \(x_0/W=1/\sqrt{16\pi NW^3}\), so \(W\) has already shrunk to the donor spacing when the ratio is 0.14.

## Numbers as computed

```
limit of x0/W, found by bisection: 0.384900
limit of x0/W, 2/(3 sqrt 3): 0.384900
limit of x0/W for top above bulk, found: 0.272166
same limit, sqrt(2/27): 0.272166
limit of N W^3, 27/(64 pi): 0.1343
small-xi coefficient of xi^2, numerical: -0.5003
-- nickel silicide on n-silicon, rough inputs --
barrier: 0.65 eV
donor density: 1.0e+17 cm^-3
relative permittivity: 11.7
temperature: 300 K
band density of states: 2.8e+19 cm^-3
thermal voltage: 25.85 mV
bulk band edge above Fermi level: 0.1457 eV
band bending psi: 0.5043 V
depletion width W: 80.76 nm
field at metal F0: 0.1249 MV/cm
image constant k: 0.03077 V nm
uniform-field position x0: 1.5695 nm
largest allowed x0: 31.08 nm
x0/W: 0.01944
true maximum position: 1.5852 nm
outer minimum position: 80.727 nm
uniform-field lowering: 39.207 meV
true lowering: 39.015 meV
parabolic correction: -0.192 meV
N W^3: 52.67
-- smaller band bending, same doping --
psi 100 mV: W 35.96 nm, x0/W 0.0654, xm 2.44 nm, low 25.72 meV
psi 12 mV: W 12.46 nm, x0/W 0.3208, xm 5.26 nm, low 13.84 meV
psi 8 mV: W 10.17 nm, x0/W 0.4348, no maximum
critical band bending: 9.41 mV
critical width: 11.03 nm
Debye length: 12.93 nm
forward bias at the limit: 0.4949 V
-- neglected effects at the full band bending --
free-electron tail, field ratio: 0.9740
free-electron tail, lowering change: -0.51 meV
random donors, rms field: 0.0243 MV/cm
random donors, lowering spread: 3.8 meV
tunnelling, mass 0.19: 7.26 meV
tunnelling, mass 0.92: 1.64 meV
conducting neutral edge: -3.5e-04 meV
degeneracy, Fermi-level shift: 0.033 meV
band bending at 400 K: 0.4409 V
true lowering at 400 K: 37.71 meV
rough breakdown field: 0.6 MV/cm
F0 over breakdown field: 0.21
```
